\section*{Diffuse-Surface Correction for a Simple-Cubic Metal Film from Fermi-Surface Averages}

\section{A film a little thicker than the mean free path}

A metal film 60 nm thick carries current parallel to its faces. Between bulk collisions an electron travels about 40 nm, so many electrons strike a face before they have gained their full bulk drift. If the faces scatter diffusely, that drift is lost. The quick estimate of the fractional loss of conductivity is $3\lambda/(8d)$, with $\lambda$ the mean free path and $d$ the thickness. It presumes a spherical Fermi surface on which all electrons have the same speed. For a half-filled simple-cubic band neither is true, and with the faces normal to a cube axis the estimate gives 0.25 where the correct leading term is 0.34.

Inserting a better mean speed into the same formula does not repair it. The loss depends on how fast the current-carrying electrons move towards the faces, and this correlation must be averaged over the actual Fermi surface. The scheme needs the right average, and then a way to compute it that does not stumble over electrons moving parallel to the faces.

\section{Which average the film needs}

The faces are at $z=0$ and $z=d$, and the electric field $F$ is along $x$. The crystal axes are along $x,y,z$, and
\begin{equation}
E_{\mathbf K}=-2t(\cos K_xa+\cos K_ya+\cos K_za).
\end{equation}
Transport is semiclassical and linear in $F$, with one bulk relaxation time $\tau$ for all states. Electrons have charge $-q$. The deviation $f_1$ from the equilibrium occupation $f_0$ obeys
\begin{equation}
v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=qFv_x\frac{\partial f_0}{\partial E}.
\end{equation}
Far from any face $f_1=qF\tau v_x\,\partial f_0/\partial E$. Dividing by this bulk value defines $g$, with
\begin{equation}
\tau v_z\frac{\partial g}{\partial z}+g=1 .
\end{equation}

A fully diffuse face sends electrons out with an occupation that depends on energy alone. Particle conservation fixes it through the incoming flux, the sum of $|v_z|f_1$ at that energy. Since $f_1$ is odd in $v_x$, this sum vanishes, and departing electrons have $g=0$. For $v_z>0$ the solution is therefore $g=1-\exp[-z/(\tau v_z)]$; for $v_z<0$ it is the mirror image. With $r=\tau|v_z|/d$, the thickness average is
\begin{equation}
\bar g=1-\frac1d\int_0^d e^{-z/(rd)}dz=1-r\left(1-e^{-1/r}\right).
\end{equation}

The current weights each state by another factor $v_x$, so $\bar g$ is averaged with weight $v_x^2$. Let $\langle\cdots\rangle$ be the average over the Fermi surface with weight $dS/|\mathbf v|$, which is what $\delta(E_{\mathbf K}-E_F)$ produces. At low temperature
\begin{align}
\frac{\sigma_{\rm film}}{\sigma_{\rm bulk}}&=1-\delta+\Delta,\qquad
\delta=\frac{\tau}{d}\frac{\langle v_x^2|v_z|\rangle}{\langle v_x^2\rangle},\label{main}\\
\Delta&=\frac{\tau}{d}\frac{\langle v_x^2|v_z|\,e^{-d/(\tau|v_z|)}\rangle}{\langle v_x^2\rangle}.
\end{align}
Here $v_i=v_0\sin K_ia$ with $v_0=2ta/\hbar$, so $|v_z|\le v_0$. Replacing the exponential by its largest value gives
\begin{equation}
0\le\Delta\le\delta\,e^{-d/(v_0\tau)}.\label{bound}
\end{equation}
Within this model there is thus no $1/d^2$ term in the conductivity ratio; what follows $\delta$ is exponentially small in a thick film. The resistivity ratio does have higher powers, because $1/(1-\delta)=1+\delta+\delta^2+\cdots$.

If a fraction $p$ of electrons is reflected specularly, the same for all angles, write $g=1-Ae^{-z/(rd)}$ for $v_z>0$. Mirror symmetry makes the arriving value at $z=0$ equal to $g(d)$. The condition $g(0)=p\,g(d)$ reads $1-A=p(1-Ae^{-1/r})$, so
\begin{equation}
A=\frac{1-p}{1-pe^{-1/r}},\qquad \bar g=1-Ar(1-e^{-1/r}),\label{spec}
\end{equation}
and the leading loss becomes $(1-p)\delta$.

\section{Where direct integration stumbles}

From here $k_i=K_ia$ runs from $-\pi$ to $\pi$, energy is $e=E/(2t)$ between $-3$ and $3$, and $e_{\mathbf k}=-\sum_i\cos k_i$. Three integrals are needed:
\begin{equation}
\{S_0,S_2,S_3\}=\int d^3k\,\{1,\ \sin^2k_x,\ \sin^2k_x|\sin k_z|\}\,\delta(e-e_{\mathbf k}).
\end{equation}
They give
\begin{equation}
\delta=\frac{v_0\tau}{d}\frac{S_3}{S_2},\qquad v_{\rm rms}=v_0\sqrt{3S_2/S_0}.
\end{equation}
The factor 3 arises because the three velocity components have equal mean squares. Defining $\lambda=\tau v_{\rm rms}$,
\begin{equation}
\delta=C\frac{\lambda}{d},\qquad C=\frac{S_3/S_2}{\sqrt{3S_2/S_0}} .
\end{equation}
The number $C$ belongs to this definition of $\lambda$. The product $C\lambda$ does not depend on the choice, and $S_0$ cancels from it.

The direct approach uses the delta function to remove $k_z$. At given $k_x,k_y$ there are two roots $\pm k_z$ if $|e+\cos k_x+\cos k_y|<1$, each with weight $1/|\sin k_z|$. Hence
\begin{align}
S_0&=2\iint\frac{dk_x\,dk_y}{\sqrt{1-(e+\cos k_x+\cos k_y)^2}},\\
S_3&=2\iint_{|e+\cos k_x+\cos k_y|\le1}\sin^2k_x\,dk_x\,dk_y .\label{shadow}
\end{align}
The second line is harmless: the factor $|v_z|$ has cancelled the weight, and $S_3$ is an integral over the shadow of the Fermi surface on the film plane. The integrand of the first diverges along the whole edge of that shadow, where electrons move parallel to the faces; that of $S_2$ has the same denominator. The singularity is integrable, but a uniform grid samples it badly, and the edge changes shape with filling. For $S_2$, $S_3$ and the film average the trouble can be avoided by removing $k_x$ instead: the factor $\sin^2k_x$ then cancels the weight and leaves the bounded integrand $|\sin k_x|$, which a uniform grid handles well. No such choice helps $S_0$, which is needed for $\lambda$ and $C$ but not for the loss itself. A cure that serves all the integrals is to do the two-dimensional integral analytically and leave one direction for quadrature, along which the few singular points are known in advance.

\section{One layer in closed form}

At fixed $k_z$ put $x=e+\cos k_z$ and define
\begin{equation}
\{D(x),G(x)\}=\iint dk_x\,dk_y\,\{1,\sin^2k_x\}\,\delta(x+\cos k_x+\cos k_y).
\end{equation}
Both vanish for $|x|>2$.

For $D$ set $k_x=u+w$ and $k_y=u-w$, so that $\cos k_x+\cos k_y=2\cos u\cos w$. The Jacobian is 2, and the square $-\pi<u,w<\pi$ covers the original zone twice, so these factors cancel. For given $u$ there are two roots $w$ if $2|\cos u|>|x|$, each with weight
\[
\frac{1}{2|\cos u\sin w|}=\frac1{\sqrt{4\cos^2u-x^2}} .
\]
With $m=1-x^2/4$, the root equals $2\sqrt{m-\sin^2u}$. Four equal quarter ranges of $u$ give
\begin{equation}
D=4\int_0^{\arcsin\sqrt m}\frac{du}{\sqrt{m-\sin^2u}} .
\end{equation}
Substituting $\sin u=\sqrt m\sin\theta$ gives $du=\sqrt m\cos\theta\,d\theta/\cos u$, while the denominator is $\sqrt m\cos\theta$. Therefore
\begin{equation}
D=4\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-m\sin^2\theta}}=4\,\mathrm K(m),
\end{equation}
the complete elliptic integral of the first kind with parameter $m$.

For $G$, differentiate with respect to $x$. Since $\partial_{k_x}\delta=-\sin k_x\,\delta'$, integration by parts over the periodic zone gives
\begin{align}
\frac{dG}{dx}&=\iint\sin^2k_x\,\delta'=-\iint\sin k_x\,\partial_{k_x}\delta
=\iint\cos k_x\,\delta\nonumber\\
&=\tfrac12\iint(\cos k_x+\cos k_y)\,\delta=-\frac x2D .
\end{align}
Because $dm/dx=-x/2$, this is $dG/dm=4\mathrm K(m)$, with $G=0$ at $m=0$. The standard derivatives
\[
\mathrm E'=\frac{\mathrm E-\mathrm K}{2m},\qquad
\mathrm K'=\frac{\mathrm E-(1-m)\mathrm K}{2m(1-m)}
\]
show that
\begin{equation}
\frac{d}{dm}\left[\mathrm E-(1-m)\mathrm K\right]
=\frac{\mathrm E-\mathrm K}{2m}+\mathrm K-\frac{\mathrm E-(1-m)\mathrm K}{2m}=\frac{\mathrm K}{2}.
\end{equation}
The bracket vanishes at $m=0$, so
\begin{equation}
G=8\left[\mathrm E(m)-(1-m)\mathrm K(m)\right].
\end{equation}

The whole task is now
\begin{equation}
S_0=\int_{-\pi}^{\pi}\!D\,dk_z,\quad S_2=\int_{-\pi}^{\pi}\!G\,dk_z,\quad S_3=\int_{-\pi}^{\pi}\!|\sin k_z|\,G\,dk_z .
\end{equation}
The full ratio including $\Delta$ needs no new machinery: average $\bar g$ with weight $G$.

One difficulty remains. $D$ has a logarithmic singularity at $x=0$ and a step at $|x|=2$. Use the half range $0<k_z<\pi$, double the result, and cut the range wherever $\cos k_z$ equals $-e$, $-2-e$ or $2-e$. On each segment $[b,c]$ apply Gauss--Legendre quadrature in $s$ after the map
\begin{equation}
k_z=b+(c-b)s^3(10-15s+6s^2),\qquad \frac{dk_z}{ds}=30(c-b)s^2(1-s)^2 .
\end{equation}
The factor $s^2$ turns a logarithm at an end into $s^2\ln s$, which vanishes there. At half filling, 6, 12 and 24 nodes per segment give $C=0.51162$, $0.5111752$ and $0.5111759$.

The integrals were tested against their definitions by a sum over a grid of $200^3$ points in the zone, with the delta function replaced by a Gaussian of width 0.04 in $e$ and the formulas averaged over the same Gaussian. At $e=-2.4,-1.6,-0.4$ and 0, the largest relative difference, including that of a film average at $v_0\tau/d=0.5$, was $1.3\times10^{-4}$.

\section{Recovering three eighths}

Near the band bottom let $e=-3+\varepsilon$ and $u_i=2\sin(k_i/2)$. Since $1-\cos k_i=u_i^2/2$, the Fermi surface is a sphere of radius $s=\sqrt{2\varepsilon}$ in $\mathbf u$ space. The band's departure from a free-electron band sits in two factors:
\begin{equation}
dk_i=\frac{du_i}{\sqrt{1-u_i^2/4}},\qquad |\sin k_i|=|u_i|\sqrt{1-u_i^2/4}.
\end{equation}
The radial delta function gives $\int u^2du\,\delta(\varepsilon-u^2/2)=s$, so each integral is $4\pi s$ times an average over the sphere. To first relative order the integrands are
\begin{align}
S_0:&\quad 1+\tfrac18(u_x^2+u_y^2+u_z^2),\nonumber\\
S_2:&\quad u_x^2\left[1+\tfrac18(-u_x^2+u_y^2+u_z^2)\right],\nonumber\\
S_3:&\quad u_x^2|u_z|\left[1+\tfrac18(-u_x^2+u_y^2)\right].
\end{align}
In $S_3$ the two $z$ factors cancel. The sphere averages of $u_x^2$, $u_x^4$ and $u_x^2u_y^2$ are $s^2/3$, $s^4/5$ and $s^4/15$. With an extra $|u_z|$ they become $s^3/8$, $s^5/16$ and $s^5/48$. Hence
\begin{align}
S_0&=4\pi s\left(1+\tfrac{s^2}{8}\right)=4\pi s\left(1+\tfrac{\varepsilon}{4}\right),\nonumber\\
S_2&=4\pi s\left(\tfrac{s^2}{3}-\tfrac{s^4}{120}\right)=\tfrac{4\pi}{3}s^3\left(1-\tfrac{\varepsilon}{20}\right),\nonumber\\
S_3&=4\pi s\left(\tfrac{s^3}{8}-\tfrac{s^5}{192}\right)=\tfrac{\pi}{2}s^4\left(1-\tfrac{\varepsilon}{12}\right).
\end{align}
The ratios follow by subtracting relative corrections:
\begin{align}
\frac{S_3}{S_2}&=\frac38s\left(1-\frac{\varepsilon}{30}\right),\\
\frac{v_{\rm rms}}{v_0}&=s\sqrt{1-\tfrac{3\varepsilon}{10}}\simeq s\left(1-\frac{3\varepsilon}{20}\right),\\
C&=\frac38\left(1+\frac{7\varepsilon}{60}\right).
\end{align}
So $\delta\to3\lambda/(8d)$ as the band empties. The numerical integrals, extrapolated to $\varepsilon=0$, give the slope of $C/(3/8)$ as 0.11667, equal to $7/60$ to the digits shown. Shifting every $k_i$ by $\pi$ reverses $e$ and leaves $\sin^2k_i$ unchanged, so a nearly full band has the same limit.

\section{What happens as the band fills}

\begin{center}
\begin{tabular}{rrrrr}
$e$ & filling & $S_3/S_2$ & $v_{\rm rms}/v_0$ & $C$\\
$-2.9$ & 0.002 & 0.167 & 0.440 & 0.379\\
$-2.0$ & 0.057 & 0.510 & 1.182 & 0.432\\
$-1.5$ & 0.117 & 0.608 & 1.274 & 0.477\\
$-1.0$ & 0.213 & 0.668 & 1.112 & 0.601\\
$-0.5$ & 0.357 & 0.674 & 1.275 & 0.529\\
$0.0$ & 0.500 & 0.677 & 1.325 & 0.511
\end{tabular}
\end{center}

Filling is per spin. $C$ has its largest tabulated value at $e=-1$, although $S_3/S_2$ rises from each tabulated energy to the next. The peak therefore comes from the dip in $v_{\rm rms}$. The integration by parts used for $G$, repeated in three dimensions, gives $dS_2/de=-eS_0/3$, which is positive for $e<0$. Between $e=-1.5$ and $-1$ the ratio $S_2/S_0$ can thus fall only because $S_0$ grows faster than $S_2$.

The source is three saddle points, such as $(0,0,\pi)$, where the velocity vanishes. With $\mathbf k'$ measured from the saddle, $e_{\mathbf k}+1\simeq(k_x'^2+k_y'^2-k_z'^2)/2$. Integrating over the transverse plane gives $2\pi$ for each $k_z'$ with $k_z'^2>-2(e+1)$. Below $e=-1$ an interval of length $2\sqrt{2|e+1|}$ is missing, so each saddle removes $4\pi\sqrt{2|e+1|}$ from $S_0$. As $e$ approaches $-1$ this deficit closes with infinite slope and many slow states join the average. They lower $v_{\rm rms}$ but carry little current. The peak in $C$ is thus a property of the chosen $\lambda$; the film itself responds to $\tau v_0S_3/S_2$, which has no such peak in the table.

\section{A 60 nm film at half filling}

Take $t=1.2$ eV, $a=0.23$ nm, $\tau=36$ fs and $d=60$ nm. Then $v_0=2ta/\hbar=8.39\times10^5$ m/s and $v_0\tau=30.2$ nm. At $e=0$ the integrals are $S_0=70.78$, $S_2=41.44$ and $S_3=28.08$, so
\begin{align}
\lambda&=30.19\sqrt{3(41.44)/70.78}=40.0\ \text{nm},\nonumber\\
C\lambda&=30.19\times28.08/41.44=20.5\ \text{nm},\nonumber\\
\delta&=20.45/60=0.341 .
\end{align}
The spherical formula at the same $\lambda$ gives 0.250, which is 27\% below this leading term.

The bulk conductivity follows from $2q^2\tau\int v_x^2\delta(E_{\mathbf K}-E_F)\,d^3K/(2\pi)^3$, the 2 being for spin:
\begin{equation}
\sigma_{\rm bulk}=\frac{2q^2\tau v_0^2S_2}{(2\pi)^3a^3(2t)} ,
\end{equation}
or a resistivity of 2.15 $\mu\Omega$\,cm. The leading term raises it to $2.154/0.659=3.27$ $\mu\Omega$\,cm. The full diffuse average has ratio 0.690 and gives 3.12 $\mu\Omega$\,cm, so the leading result is about 5\% too high. With all but $d$ held fixed:

\begin{center}
\begin{tabular}{rrrrr}
$d$ (nm) & $1-\delta$ & full ratio & $\Delta$ & bound on $\Delta$\\
240 & 0.9148 & 0.9148 & 0.00001 & 0.00003\\
120 & 0.830 & 0.831 & 0.0018 & 0.0032\\
60 & 0.659 & 0.690 & 0.031 & 0.047\\
30 & 0.318 & 0.514 & 0.196 & 0.252
\end{tabular}
\end{center}

At 120 nm, about four times $v_0\tau$, the leading term suffices for most purposes. At 30 nm it fails badly, and below $C\lambda=20.5$ nm it would predict a negative conductivity. The full average costs one more sum over the same nodes and should be used there, as long as the semiclassical picture itself holds.

\section{Beside a copper interconnect}

The parameters lie in the rough regime of copper at room temperature, whose mean free path is about 40 nm and resistivity about 1.7 $\mu\Omega$\,cm; the model's 2.15 is somewhat high. The half-filled cubic band is a stand-in. Copper is face-centred cubic, and its Fermi surface is closer to a sphere, with necks, so $C=0.51$ should not be carried over to it. The value 0.34 also belongs to faces normal to a cube axis. For the same band, $\lambda$ and $d$, the same average gives a leading loss of about 0.23 for (111) faces, and for (110) faces about 0.29 with current along $[001]$ and 0.13 along $[1\bar10]$. At fixed $\lambda$, shape and orientation can thus move the loss to either side of the spherical 0.25.

Real films also contain grain boundaries. For a rough estimate, let planes normal to the current, with mean spacing $L$, reverse $v_x$ with probability $P$, and treat the reversals as independent random events at a rate $\nu=P|v_x|/L$. In bulk the two streams have opposite deviations $\pm h$, with $h/\tau+\nu h-\nu(-h)$ equal to the driving term. The relaxation rate becomes $1/\tau+2\nu$, and the conductivity ratio is
\begin{equation}
\frac{\langle v_x^2/(1+2P\tau|v_x|/L)\rangle}{\langle v_x^2\rangle}.
\end{equation}
For the round choices $P=0.25$ and $L=60$ nm this is 0.82 without surface scattering, a loss of 18\% against the 31\% from diffuse faces alone. Treating the reversals as independent is safe only for small $P$. Fixed planes act more like resistances in series, for which each plane counts as $P/(1-P)$ instead of $P$; that replacement gives 0.77, a loss of about 23\%. Grain and surface losses were not computed together, and their ratios need not multiply. Faces with specularity $p=0.3$, from equation~(\ref{spec}), raise the full film ratio from 0.690 to 0.777.

Operating temperature matters through $\tau$. If $\tau\propto1/T$, heating from 300 to 378 K raises the film ratio to 0.743, because fewer electrons reach a face, yet the film resistivity rises to 3.65 $\mu\Omega$\,cm. Three other omissions are small here. Thermal smearing at 300 K changes the correction by about $-9\times10^{-6}$ of itself. Replacing continuous $k_z$ by the standing waves of 261 layers, with the Fermi energy at the band centre and no surface scattering, changes the conductivity by $7\times10^{-4}$ of itself if the thickness is counted as 261 spacings, and by about $-3\times10^{-3}$ if it is counted as the 262 spacings between the nodes of the waves. At 1 MA/cm$^2$ an electron moving $\lambda$ along the field gains $1.2\times10^{-5}$ eV, against a thermal energy of 0.026 eV, which supports linear response. For this film, then, surface quality, grain structure, Fermi-surface shape and the temperature dependence of $\tau$ all matter far more than these three omissions. Apart from the series estimate for grain boundaries, the other face orientations and the second thickness count, the values are given with more digits in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
largest relative error against 3D grid: 1.3e-04
low-filling slopes S0,S2,S3,S3/S2,C: 0.25000 -0.05000 -0.08333 -0.03333 0.11667
e=E/(2t) | filling per spin | S3/S2 | v_rms/v0 | C | C/(3/8)
 -2.99 0.00005 0.05302 0.14121 0.37544 1.00117
 -2.90 0.00153 0.16714 0.44045 0.37947 1.01193
 -2.50 0.01829 0.36840 0.92187 0.39962 1.06565
 -2.00 0.05680 0.51023 1.18179 0.43174 1.15131
 -1.50 0.11700 0.60817 1.27389 0.47741 1.27310
 -1.00 0.21333 0.66771 1.11151 0.60072 1.60192
 -0.50 0.35717 0.67388 1.27504 0.52851 1.40937
  0.00 0.50000 0.67748 1.32533 0.51118 1.36314
half filling S0, S2, S3: 70.78013 41.44174 28.07581
C at half filling, 6 nodes per segment: 0.511616462
C at half filling, 12 nodes per segment: 0.511175215
C at half filling, 24 nodes per segment: 0.511175910
C at half filling, 48 nodes per segment: 0.511175922
inputs: t=1.2 eV, a=0.23 nm, tau=36 fs, d=60 nm
v0 = 8.3864e+05 m/s; v_rms = 1.1115e+06 m/s
lambda = 40.013 nm; v0*tau = 30.191 nm
correction length C*lambda = 20.454 nm
leading correction = 0.34089; spherical 3*lambda/(8d) = 0.25008
conductivity ratio: leading 0.65911, full diffuse 0.69042
resistivity (uohm cm): bulk 2.1543, leading 3.2685, full 3.1203
d (nm) | leading ratio | full ratio | remainder | bound
240 0.91478 0.91479 1.30e-05 3.01e-05
120 0.82955 0.83132 1.77e-03 3.20e-03
60 0.65911 0.69042 3.13e-02 4.67e-02
30 0.31821 0.51389 1.96e-01 2.52e-01
grain boundaries alone (R=0.25, spacing 60 nm): conductivity ratio 0.81897
specularity p=0.3: leading ratio 0.76137, full 0.77726
thermal smearing at 300 K: relative change of correction -8.62e-06
subbands, 261 layers: relative conductivity change 7.09e-04
at 378 K, tau~1/T: full ratio 0.74342, film resistivity 3.6513 uohm cm
energy gain over lambda at 1 MA/cm2: 1.25e-05 eV; kT = 0.02585 eV
\end{verbatim}
